# Electric field gradient and quadrupole coupling of the deuteron in HD, part 1

(Sections cited here and not found follow in the second part.)

## The problem

A nucleus with a non-spherical charge distribution has an energy that depends on its orientation in an inhomogeneous electric field. Hartree atomic units are used except in part (c). The deuteron D (spin \(I=1\)) is at the origin and the proton at \(z=R\). The potential of all charges except the deuteron is \(V(\mathbf r)\), with \(V_{ab}=\partial_a\partial_bV\) at the origin, and \(\rho\ge0\) is the electron number density. The treatment is nonrelativistic and uses the Born–Oppenheimer approximation, and the nuclei are points as far as the electrons are concerned, so H\(_2\) and HD have the same \(\rho\) at given \(R\).

(a) Expand the energy of a nuclear charge density \(\rho_n\) in \(V\), and isolate the part that depends on orientation.

(b) With \(eQ=\langle I,I|\int\rho_n(3z^2-r^2)\,d^3r|I,I\rangle\), find the levels of a spin-1 nucleus in an axial gradient \(q\), in terms of \(C_Q=eQq/h\).

(c) Find the factor \(k\) in \(C_Q/\text{MHz}=k\,(Q/\text{barn})(q/\text{a.u.})\), with 1 barn \(=10^{-28}\) m\(^2\).

(d) Write \(q=q_{\rm nuc}+q_{\rm el}\) for HD, with \(q_{\rm el}\) as an integral over \(\rho\).

(e) Evaluate \(q\) at \(R=1.4\) bohr for two undisturbed 1s atoms (the promolecule).

(f) Set up full configuration interaction (FCI) for the two electrons. From the data, find the cancelled fraction \(f=-q_{\rm el}/q_{\rm nuc}\), and decide whether "near cancellation" describes it.

(g) Average over the nuclear motion and give \(C_Q\).

Data. \(E_h/h=6.5796839\times10^{15}\) Hz and \(a_0=5.2917721\times10^{-11}\) m. FCI at \(R=1.4\) bohr gives \(q_{\rm el}=-0.38258\), \(-0.38715\) and \(-0.38930\) in the cc-pVTZ, cc-pVQZ and cc-pV5Z bases (TZ, QZ, 5Z), and \(\rho(\mathrm D)=0.44549\) bohr\(^{-3}\) in 5Z. In TZ, \(q'=-1.1884\) and \(q''=4.142\) at 1.4 bohr, and the state \(v=0\), \(J=1\) has \(\langle x\rangle=0.04596\), \(\langle x^2\rangle=0.02641\) with \(x=R-1.4\), and \(\langle q\rangle=0.34068\). The deuteron moment is \(Q\approx0.0029\) barn, a rough measured size good to two figures.

## Hints

(a) Split \(x_ax_b\) into a traceless part and a multiple of \(r^2\delta_{ab}\).

(b) Use the three spin-1 states that rotate like \(x,y,z\), and ask which four-index arrays are unchanged by rotations.

(c) A gradient is a potential per area, and \(Q\) is an area.

(d) Electrons are present at the deuteron, so \(V\) obeys Poisson's equation there. Cut out a small sphere around D.

(e) One atom is spherical about D. For the other, Gauss's law gives \(V'\) directly.

(f) A two-electron singlet has a symmetric coefficient matrix. Ask how a relative error in \(q_{\rm el}\) is passed on to \(q\).

(g) In the laboratory frame the gradient is a function of \(R\) times a function of the axis direction.

## Solution

### (a) The quadrupole term

The nucleus is far smaller than the distance over which \(V\) varies, so \(V\) is expanded about the nuclear centre of mass:
\[
\int\rho_nV\,d^3r=V(0)\!\int\!\rho_n\,d^3r+\sum_a\partial_aV\!\int\!\rho_nx_a\,d^3r+\tfrac12\sum_{ab}V_{ab}\!\int\!\rho_nx_ax_b\,d^3r+\dots
\]
The first term is independent of orientation. The second vanishes, because a nuclear state of definite parity has \(\rho_n(-\mathbf r)=\rho_n(\mathbf r)\). In the third, write \(x_ax_b=\frac13(3x_ax_b-r^2\delta_{ab})+\frac13r^2\delta_{ab}\) and define \(Q_{ab}=\int\rho_n(3x_ax_b-r^2\delta_{ab})\,d^3r\):
\[
E_2=\tfrac16\sum_{ab}V_{ab}Q_{ab}+\tfrac16\,\nabla^2V\!\int\!\rho_nr^2\,d^3r .
\]
The last term contains only the mean square radius, which does not change when the nucleus turns, so it shifts all spin levels equally. Since \(\sum_aQ_{aa}=0\), any multiple of \(\delta_{ab}\) in \(V_{ab}\) drops out of the first term, and \(V_{ab}\) may be replaced by its traceless part \(\tilde V_{ab}=V_{ab}-\frac13\delta_{ab}\nabla^2V\). The electronic ground state of HD is symmetric about \(z\), so off-diagonal elements vanish and \(\tilde V_{xx}=\tilde V_{yy}\). Zero trace then gives
\[
E_Q=\tfrac16\sum_{ab}\tilde V_{ab}Q_{ab},\qquad \tilde V=q\,\mathrm{diag}(-\tfrac12,-\tfrac12,1),\qquad q=V_{zz}-\tfrac13\nabla^2V .
\]
For a classical nucleus symmetric about a unit vector \(\mathbf n\) at angle \(\beta\) to \(z\), the same argument gives \(Q_{ab}=\frac12eQ(3n_an_b-\delta_{ab})\). The \(\delta_{ab}\) meets a traceless tensor and drops out, leaving \(E_Q=\frac16\cdot\frac32eQ\,q(\cos^2\beta-\frac12\sin^2\beta)=\frac14eQq\,P_2(\cos\beta)\), with \(P_2(u)=\frac12(3u^2-1)\). For \(Q>0\) and \(q>0\) the energy is highest at \(\beta=0\): an elongated positive nucleus avoids pointing at positive charge. The program tests this formula against the exact Coulomb energy of a two-charge model nucleus.

### (b) Spin-1 levels

Take states \(|c\rangle\), \(c=x,y,z\), that rotate like the components of a vector. The array \(M_{abcd}=\langle c|Q_{ab}|d\rangle\) belongs to a free nucleus with no preferred direction, so it is unchanged when all four indices are rotated. A rotation by \(\pi\) about an axis reverses two coordinates; the three such rotations force the numbers of \(x\), \(y\) and \(z\) indices to have equal parity, and as they add to four they are all even. Quarter turns make the axes equivalent, leaving \(M_{xxyy}=A\), \(M_{xyxy}=B\), \(M_{xyyx}=B'\) and \(M_{xxxx}\). Under an eighth turn, \(x'=(x+y)/\sqrt2\), invariance requires \(M_{xxxx}=\frac14(2M_{xxxx}+2A+2B+2B')\), so \(M_{xxxx}=A+B+B'\). Hence
\[
M_{abcd}=A\,\delta_{ab}\delta_{cd}+B\,\delta_{ac}\delta_{bd}+B'\delta_{ad}\delta_{bc}.
\]
Symmetry of \(Q_{ab}\) gives \(B=B'\), and zero trace gives \(3A+2B=0\), so one constant remains. In this basis \((I_a)_{cd}=-i\epsilon_{acd}\), so \((I_aI_b)_{cd}=-\sum_e\epsilon_{ace}\epsilon_{bed}=\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc}\). With \(\mathbf I^2=2\),
\[
\big[\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}\mathbf I^2\big]_{cd}=\delta_{ab}\delta_{cd}-\tfrac32(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}),
\]
which has exactly the form found, with \(A=1\). So \(Q_{ab}\) is \(A\) times this operator. Its \(zz\) component is \(3I_z^2-2\), equal to 1 in \(|1,1\rangle\), and the definition of \(Q\) fixes \(A=eQ\). Inserting the axial gradient,
\[
H_Q=\tfrac16eQ\cdot3q\big[I_z^2-\tfrac12(I_x^2+I_y^2)\big]=\tfrac12eQq\big[I_z^2-\tfrac12(2-I_z^2)\big]=\tfrac14eQq\,(3I_z^2-2).
\]
The levels are \(E_{\pm1}=+\frac14hC_Q\) and \(E_0=-\frac12hC_Q\); they sum to zero, and the splitting is \(\frac34C_Q\) in frequency. The program builds the same matrix by quadrature over \(l=1\) wavefunctions in a tilted gradient and asserts agreement with the operator and with these levels.

### (c) The conversion factor

The atomic unit of potential is \(E_h/e\) and that of length is \(a_0\), so a second derivative of the potential is measured in \(E_h/(ea_0^2)\). Because \(E_h=e^2/(4\pi\varepsilon_0a_0)\), this equals \(e/(4\pi\varepsilon_0a_0^3)=9.7173624\times10^{21}\) V/m\(^2\). In the product \(eQq\) the charge cancels:
\[
C_Q=\frac{e}{h}\Big(\frac{Q}{\text{barn}}\,\text{barn}\Big)\Big(\frac{q}{\text{a.u.}}\,\frac{E_h}{ea_0^2}\Big)=\frac{E_h}{h}\,\frac{\text{barn}}{a_0^2}\;\frac{Q}{\text{barn}}\,\frac{q}{\text{a.u.}} .
\]
The area ratio is \(10^{-28}/(5.2917721\times10^{-11})^2=3.5710648\times10^{-8}\), and
\[
k=6.5796839\times10^{15}\ \text{Hz}\times3.5710648\times10^{-8}=234.9648\ \text{MHz},
\]
or 234.96 MHz per atomic unit and barn. The coupling is the Hartree frequency reduced by the nuclear area measured in \(a_0^2\). No factor \(\frac14\) or \(\frac34\) enters \(k\); those belong to the levels in (b). The program tests \(k\) against the tabulated unit of gradient, against the numerically differentiated SI Coulomb potential of a proton, and against \(2cR_\infty\,\text{barn}/a_0^2\) with \(a_0=\alpha/4\pi R_\infty\).

### (d) Nuclear and electronic terms

On the axis the proton gives \(V=1/(R-z)\), with \(\partial_zV=(R-z)^{-2}\) and \(\partial_z^2V=2(R-z)^{-3}\). Its potential obeys Laplace's equation at D, so there is no trace to remove, and
\[
q_{\rm nuc}=\frac{2}{R^3}=\frac{2}{1.4^3}=0.72886 .
\]
The electrons give \(V_{\rm el}(\mathbf r)=-\int\rho(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'\). Differentiating twice under the integral produces a \(1/r'^3\) kernel, which is not absolutely integrable at the origin, so a sphere of radius \(\epsilon\) is treated apart. A uniform density \(\rho(\mathrm D)\) inside it has \(\nabla^2V=+4\pi\rho(\mathrm D)\), the sign following from the charge density \(-\rho\). The regular spherical solution is \(V=\text{const}+cr^2\) with \(6c=4\pi\rho(\mathrm D)\), so it contributes \(2c\,\delta_{ab}=\frac{4\pi}{3}\rho(\mathrm D)\delta_{ab}\), a pure trace. The difference \(\rho-\rho(\mathrm D)\) is of order \(r'\) and contributes at most of order \(\int_0^\epsilon r'\,r'^{-3}r'^2dr'=\epsilon\), which vanishes in the limit. Outside the sphere the derivative is safe. With \(s=|\mathbf r-\mathbf r'|\), \(\partial_zs^{-1}=-(z-z')s^{-3}\) and \(\partial_z^2s^{-1}=3(z-z')^2s^{-5}-s^{-3}\), which at the origin is \((3\cos^2\theta'-1)/r'^3\). This part is traceless, as its sources lie away from the origin. Therefore
\[
q_{\rm el}=-\int_0^\infty\!\frac{dr}{r}\int\!d\Omega\,\rho(\mathbf r)\,(3\cos^2\theta-1),\qquad V_{zz}=q+\tfrac{4\pi}{3}\rho(\mathrm D).
\]
The angles must be integrated first, since that order is what the limit of an excluded sphere means. Because \(\int(3\cos^2\theta-1)\,d\Omega=0\), density that is spherical about D contributes nothing. Electrons in the double cone \(\cos^2\theta>\frac13\) around the axis, on either side of D, make \(q_{\rm el}\) negative, and electrons in the belt outside the cone make it positive.

The trace is large. In 5Z, \(\frac{4\pi}{3}\times0.44549=1.8661\), and finite differences of the full potential give \(V_{zz}=2.20561\) and \(V_{xx}=1.69627\). The raw \(V_{zz}\) is more than six times the gradient that acts on the quadrupole, \(q=\frac23(V_{zz}-V_{xx})=0.33956\). The program asserts that the trace equals \(4\pi\rho(\mathrm D)\). These are 5Z values and the trace is not converged: Gaussians lack the cusp at the nucleus, 5Z puts the density at the nucleus of a free H atom 2.8 % below \(1/\pi\), and a basis with much tighter s functions gives \(\rho(\mathrm D)=0.458\), which raises \(V_{zz}\) and \(V_{xx}\) by about 0.05 each. This error is spherical about D and drops out of \(q\).

### (e) The promolecule

The model density is \(\rho=\rho_{\rm D}+\rho_{\rm H}\), each term being \(e^{-2s}/\pi\) with \(s\) the distance from its own nucleus. By (d), \(\rho_{\rm D}\) gives zero. The neutral H atom has a potential \(V(s)\) spherical about the proton. Using \(\partial_as=s_a/s\) twice,
\[
\partial_a\partial_bV=V''\,\frac{s_as_b}{s^2}+\frac{V'}{s}\Big(\delta_{ab}-\frac{s_as_b}{s^2}\Big).
\]
At D the vector \(\mathbf s\) lies along \(z\), so \(V_{zz}=V''\), \(V_{xx}=V_{yy}=V'/s\), and \(q=V''-\frac13(V''+2V'/s)=\frac23(V''-V'/s)\). Let \(N(s)\) be the number of electrons within \(s\) of the proton, so that \(N'=4\pi s^2\rho_{\rm H}\). Gauss's law gives \(V'=-(1-N)/s^2\), and its derivative is \(V''=2(1-N)/s^3+4\pi\rho_{\rm H}\). Then \(V''-V'/s=3(1-N)/s^3+4\pi\rho_{\rm H}\), and at \(s=R\)
\[
q_{\rm pro}=\frac{2}{R^3}\Big[1-N(R)+\frac{4\pi}{3}R^3\rho_{\rm H}(R)\Big],\qquad f_{\rm pro}=N(R)-\frac{4\pi}{3}R^3\rho_{\rm H}(R).
\]
The proton's gradient is screened only by the enclosed electrons in excess of a uniform filling of the sphere at the local density, since a uniform density gives a pure trace. For the 1s state \(N=1-e^{-2R}(1+2R+2R^2)\), whose derivative is \(4R^2e^{-2R}\) as required and which vanishes at \(R=0\), and \(\frac{4\pi}{3}R^3\rho_{\rm H}=\frac43R^3e^{-2R}\). So
\[
1-f_{\rm pro}=e^{-2R}\big(1+2R+2R^2+\tfrac43R^3\big),\qquad q_{\rm pro}=e^{-2R}\Big(\frac83+\frac4R+\frac4{R^2}+\frac2{R^3}\Big).
\]
The bracket is the series of \(e^{2R}\) cut after the cubic term. It is positive and smaller than \(e^{2R}\), so \(0<f_{\rm pro}<1\) at every \(R\) in this model; \(f_{\rm pro}\approx(2R)^4/4!=\frac23R^4\) at small \(R\), and \(f_{\rm pro}\to1\) exponentially at large \(R\). At 1.4 bohr, \(f_{\rm pro}=0.53055-0.22248=0.3081\), \(q_{\rm el}=-0.22454\) and \(q_{\rm pro}=0.72886-0.22454=0.5043\). The program tests the closed form against symbolic derivatives of the atomic potential and against a quadrature of the integral in (d).

Parts (a) to (e) have given the quadrupole energy, the spin-1 levels, the conversion factor, the nuclear and electronic terms of \(q\), and the promolecule value \(q_{\rm pro}=0.5043\) at 1.4 bohr. What remains is the correlated density and its cancelled fraction \(f\), the average over nuclear motion that gives \(C_Q\), and two variations, on the stretched molecule and on a clamped bond in a strong magnetic field.

All numerical values are calculated from the stated model.
